Inverse Compton power of an electron in an isotropic photon gas

**Q.** An electron moves through a gas of photons that arrive equally from all sides. Whatever a photon from the front does to it, a photon from behind undoes. Why should there be any net transfer of energy?

**A.** The gas is isotropic in the laboratory, but not in the frame of the electron. Let the electron move along +z with speed βc and Lorentz factor γ = 1/√(1 − β²). A photon of energy ε travels in a direction whose cosine with +z is μ, so its momentum along z is εμ/c. A Lorentz boost gives its energy in the electron frame, marked by a prime:

ε′ = γ(ε − βc · εμ/c) = γε(1 − βμ)

A head-on photon has μ = −1 and arrives with energy γ(1 + β)ε. One that catches up from behind has μ = +1 and arrives with γ(1 − β)ε. The two do not cancel.

**Q.** That is one photon. You need the energy density, and photons have no rest frame from which to apply length contraction. How does their number density change?

**A.** Take the photons moving in one narrow range of directions, with number density dn. Their density and flux form a four-vector, because the number of photon world lines crossing a given surface in spacetime does not depend on the frame. Its time component is c dn and its z component is cμ dn. The same boost gives

c dn′ = γ(c dn − β · cμ dn)

dn′ = γ(1 − βμ) dn

The density thus acquires the same factor as the energy. The energy density in the electron frame is

U′ = ∫ ε′ dn′ = γ² ∫ (1 − βμ)² ε dn

In the laboratory the directions are independent of the photon energies and μ is uniform between −1 and 1. Hence ⟨μ⟩ = 0 and ⟨μ²⟩ = ½∫μ² dμ = 1/3. With U = ∫ ε dn,

U′ = γ²U(1 − 2β⟨μ⟩ + β²⟨μ²⟩) = γ²(1 + β²/3)U

The number density gets one factor instead of two:

n′ = γn(1 − β⟨μ⟩) = γn

These factors were tested on a thermal gas by integrating over photon momenta in the electron frame, using the invariance of the occupation number. For γ = 10 the integration gives n′/n = 10.00000 and U′/U = 133.00000. The formula gives 100 × (1 + 0.99/3) = 133.

**Q.** Now the electron scatters. Which cross section do you use, and what does it assume?

**A.** I use the Thomson cross section. In Hartree atomic units, where ħ = m = e = 1 and c ≈ 137.036, it is σ_T = 8π/(3c⁴). I keep m in the formulas for clarity. The assumptions are:

- In the electron frame the photon energy is far below the rest energy: γε ≪ mc². Then scattering changes the direction of the photon there, but not its energy to leading order.
- The gas is unpolarized, each photon scatters at most once, and stimulated scattering is neglected.
- The electron is not so slow that its small recoil energy matters. I shall make this precise below.

In its own frame the electron scatters cσ_T n′ photons per unit time. The number of events is the same in all frames, while the laboratory time interval is dt = γ dt′, since the electron stays at one place in the primed frame. Therefore

dN/dt = (1/γ) cσ_T n′ = cσ_T n

**Q.** The rate does not depend on the speed? An electron running into photons should meet more of them.

**A.** It meets more from the front and fewer from behind. For one direction, the same conversion gives

(1/γ) cσ_T dn′ = cσ_T(1 − βμ) dn

The factor 1 − βμ is the closing speed along the photon's path divided by c. Its average over an isotropic gas is 1, so the total is unchanged in the Thomson limit.

**Q.** In the electron frame the photon leaves with the energy it came with. Where does the laboratory gain come from?

**A.** From the boost back. If the scattered photon has energy ε₁′ and direction cosine μ₁′ in the electron frame, its laboratory energy is

ε₁ = γε₁′(1 + βμ₁′)

with ε₁′ = ε′. The sign of β is reversed because this is the inverse boost. The Thomson pattern is proportional to 1 + cos²Θ, where Θ is the scattering angle. Reversing the outgoing direction changes cosΘ to −cosΘ and leaves the pattern unchanged. Opposite directions are therefore equally likely, and ⟨μ₁′⟩ = 0 for every incoming direction. On average ε₁ = γε′.

The laboratory power carried by scattered photons is this energy times the rate, summed over directions:

P_scattered = ∫ γε′ · (1/γ) cσ_T dn′ = cσ_T U′

The factor γ from the boost back cancels the factor 1/γ from time dilation.

**Q.** Then the power is cσ_T γ²(1 + β²/3)U. For an electron at rest this gives cσ_T U, but an electron at rest has no kinetic energy to give away.

**A.** The scattered photons existed before they were scattered. The energy they brought must be subtracted:

P_removed = ∫ ε · cσ_T(1 − βμ) dn = cσ_T U(1 − β⟨μ⟩) = cσ_T U

The net power given to the radiation is

P = P_scattered − P_removed = cσ_T U[γ² + γ²β²/3 − 1]

From 1/γ² = 1 − β² we have γ² − 1 = γ²(1 − 1/γ²) = γ²β². Substituting,

P = cσ_T U[γ²β² + γ²β²/3]

P = (4/3) σ_T c γ²β²U

It vanishes at β = 0, as it should. The formula is sometimes needed in units with c = 1, where the factor c disappears; in atomic units it must be kept.

**Q.** You obtained this as a difference between two photon energy flows. I would trust it more if the electron were seen to lose the same energy.

**A.** The loss follows from the drag force. The z component of the photon momentum transforms as

ε′μ′/c = γ(εμ/c − βε/c), so ε′μ′ = γε(μ − β)

The energy flux along z in the electron frame is

S′ = c ∫ ε′μ′ dn′ = cγ² ∫ (μ − β)(1 − βμ) ε dn

Multiplying out the brackets gives μ − βμ² − β + β²μ, whose average is −β/3 − β = −4β/3. Thus

S′ = −(4/3)γ²βcU

The minus sign says that radiation streams against the electron's motion. A photon brings momentum ε′/c, and the scattered photons carry away none on average. The force is therefore

F′ = σ_T S′/c = −(4/3)σ_T γ²βU

In the frame where the electron is momentarily at rest, its energy does not change at this order. The laboratory energy change in a time dt′ is then

dE = γ(dE′ + βc dp′) = γβcF′ dt′ = βcF′ dt

which gives dE/dt = −(4/3)σ_T cγ²β²U = −P. The electron loses what the radiation gains.

**Q.** What does one photon gain? I have heard that its energy is multiplied by (4/3)γ².

**A.** That is the limit for a fast electron. Divide the scattered power by the event rate, and write ⟨ε⟩ = U/n for the mean photon energy of the gas:

⟨ε₁⟩ = cσ_T U′/(cσ_T n) = γ²(1 + β²/3)⟨ε⟩

Since γ²β² = γ² − 1, this is also

⟨ε₁⟩ = [γ² + (γ² − 1)/3]⟨ε⟩ = [(4γ² − 1)/3]⟨ε⟩

The mean gain per event is the net power divided by the rate:

⟨ε₁⟩ − ⟨ε⟩ = (4/3)γ²β²⟨ε⟩ = (4/3)(γ² − 1)⟨ε⟩

For γ ≫ 1 both the ratio and the gain, in units of ⟨ε⟩, approach (4/3)γ². One factor γ comes from entering the electron frame and one from leaving it. The factor 4/3 is the limit of 1 + β²/3, the average of (1 − βμ)².

The difference matters at modest speed. At γ = 1.1 the mean gain is 0.28⟨ε⟩, whereas (4/3)γ² would be 1.61. At γ = 2 the two numbers are 4 and 5.33, and at γ = 10 they are 132 and 133.3. The mean gains were tested by a scattering integral with explicit boosts and full Compton kinematics, at photon energies low enough for the Thomson limit.

**Q.** Does every photon gain energy?

**A.** No. Combining the two boosts for one event gives

ε₁/ε = γ²(1 − βμ)(1 + βμ₁′)

The largest value belongs to a head-on photon that is sent straight back, μ = −1 and μ₁′ = +1. It is γ²(1 + β)², which tends to 4γ²; for γ = 10 it is 398.0, about three times the mean of 133. The smallest value belongs to a photon that comes from behind and is reversed. It is γ²(1 − β)² = (1 − β)/(1 + β), which is below 1 for a moving electron. The gain is a statement about the average.

**Q.** Put in some numbers. An electron in a real radiation field may well violate your assumptions.

**A.** Take blackbody radiation with kT = 0.02 hartree, about 6316 K, and an electron with γ = 10, so β = 0.994987. These are round model values. In atomic units the number of photon modes per volume and energy, with both polarizations, is ε²/(π²c³). Multiplying by the Planck occupation 1/(exp(ε/kT) − 1) and integrating gives

n = 2ζ(3)(kT)³/(π²c³) = 7.573 × 10⁻¹³ bohr⁻³

U = π²(kT)⁴/(15c³) = 4.091 × 10⁻¹⁴ hartree/bohr³

Here ζ is the Riemann zeta function. The mean photon energy is U/n = 0.05402 hartree. With σ_T = 2.3756 × 10⁻⁸ bohr², the event rate is

cσ_T n = 137.036 × 2.3756 × 10⁻⁸ × 7.573 × 10⁻¹³ = 2.465 × 10⁻¹⁸

per atomic unit of time. This counts spontaneous events only. In a Planck gas, stimulated scattering adds about 0.7% to the rate at γ = 10, and about 37% for a slow electron. In the Thomson limit each stimulated transition and its reverse occur at the same rate, so the net power is unchanged, and the per-event means below refer to spontaneous events. The powers, in hartree per atomic unit of time, are

P_removed = cσ_T U = 1.332 × 10⁻¹⁹

P_scattered = 133 × P_removed = 1.771 × 10⁻¹⁷

P = 132 × P_removed = 1.758 × 10⁻¹⁷

The net power is 3.17 × 10⁻¹⁸ W. The drag calculation, with S′ taken from the momentum-space integration, gives the same value. The mean scattered photon has

⟨ε₁⟩ = 133 × 0.05402 = 7.185 hartree = 195.5 eV

so thermal light has been turned into far more energetic radiation. The mean gain, 7.131 hartree, is only 3.8 × 10⁻⁵ of the electron's energy γmc². Treating γ as constant during an event is well justified here.

**Q.** You still discarded the recoil in the electron frame. How large is the error?

**A.** The controlling number is γ⟨ε⟩/(mc²) = 2.88 × 10⁻⁵. For γ ≫ 1 the leading correction can be worked out. Let x = ε′/(mc²) and r = ε₁′/ε′. Compton kinematics gives

r = 1/[1 + x(1 − cosΘ)] ≈ 1 − x(1 − cosΘ)

The Klein-Nishina distribution in cosΘ, divided by σ_T, is (3/8)r²(r + 1/r − sin²Θ). Since r + 1/r = 2 to first order in x, the last bracket is 1 + cos²Θ. The scattered energy supplies one more factor r, so the weight for energy is

(3/8)(1 + cos²Θ)[1 − 3x(1 − cosΘ)]

Integrated over cosΘ it gives 1 − 3x. Multiplied by cosΘ first, it gives 3x⟨cos²Θ⟩, where

⟨cos²Θ⟩ = (3/8)(2/3 + 2/5) = 2/5

so the result is 6x/5. After averaging over azimuth, μ₁′ becomes μ′cosΘ. The mean energy returned to the laboratory, weighted by the cross section, is therefore proportional to

1 − 3x + (6/5)xβμ′

For a fast electron almost all the relevant photons arrive from the front, with βμ′ ≈ −1. The correction is then −(21/5)x. Summing it over the gas requires

∫ ε′² dn′ = γ³⟨(1 − βμ)³⟩⟨ε²⟩n ≈ 2γ³⟨ε²⟩n

because ½∫(1 − μ)³ dμ = 2. The change in scattered power is −(42/5)cσ_T nγ³⟨ε²⟩/(mc²). The change in removed power is smaller by a factor of order 1/γ² and is dropped. Dividing by P ≈ (4/3)cσ_T γ²n⟨ε⟩ gives the fractional deficit

δ ≈ (63/10) γ⟨ε²⟩/(⟨ε⟩mc²)

**Q.** Does that agree with the full scattering calculation?

**A.** The full integral, averaged over the Planck spectrum, gives a deficit of 2.57 × 10⁻⁴ relative to the Thomson power. Divided by γ⟨ε⟩/(mc²), this is 8.93. The formula says that this number should be 6.3⟨ε²⟩/⟨ε⟩², so the spread factor should be 8.93/6.3 = 1.42. For a Planck spectrum the energy integrals give

⟨ε²⟩/⟨ε⟩² = 24ζ(5) · 2ζ(3)/[6ζ(4)]² ≈ 1.42

in agreement. For photons of a single energy, doubling that energy multiplies the deficit by 1.9997, which tests the linear dependence. When γε is no longer small compared with mc², the first-order correction fails too, and the full cross section is needed.

**Q.** And the slow electron? There the Thomson gain itself goes to zero.

**A.** That is where the recoil can win even at low photon energy. For an electron at rest, the photon's mean loss per event is, to leading order,

⟨ε − ε₁⟩ = (ε²/mc²)⟨1 − cosΘ⟩ = ε²/(mc²)

because ⟨cosΘ⟩ = 0 for the Thomson pattern. For small β and photons of one energy, the mean net gain of the radiation per event is

(4/3)β²ε − ε²/(mc²)

It vanishes at ε = (4/3)β²mc². Below this energy the electron gives energy to the radiation on average; above it, the electron is heated. The power formula therefore also needs ε/(mc²) ≪ β².

At β = 0.01 the balance lies at ε/(mc²) = 1.333 × 10⁻⁴. The full scattering integral there leaves a net gain of −1.2 × 10⁻⁴ relative to the Thomson gain. The two leading terms have cancelled, and the small remainder is of higher order in β² and ε/(mc²). This photon energy is tiny compared with mc², yet the Thomson formula for the net power fails completely at that point.

Numbers as computed

```
WORKED EXAMPLE (a.u. = Hartree atomic units)
kT = 0.020 hartree (T = 6316 K)
gamma = 10.0, beta = 0.994987
speed of light c = 137.0360 a.u.
electron rest energy = 18778.9 hartree
sigma_T = 2.37564e-08 bohr^2
photon density n = 7.57253e-13 bohr^-3
energy density U = 4.09095e-14 hartree/bohr^3
mean photon energy = 0.054024 hartree
n'/n from quadrature = 10.00000
U'/U from quadrature = 133.00000
flux'/(c U) from quadrature = -132.66499
scattering rate = 2.46522e-18 per a.u. of time
scattered power = 1.77129e-17 a.u.
removed power = 1.33180e-19 a.u.
net power P = 1.75798e-17 a.u. = 3.1685e-18 W
power from drag force = 1.75798e-17 a.u.
mean scattered energy = 7.18513 hartree = 195.52 eV
mean gain per event = 7.13111 hartree
gain / electron energy = 3.797e-05
largest energy ratio = 397.9975
gamma <eps>/(m c^2) = 2.877e-05
Klein-Nishina power deficit, Planck = 2.570e-04
deficit ratio on doubling eps = 1.9997
MEAN ENERGY RATIOS from the scattering integral
gamma | scattered/incident | gain/incident | (4/3)gamma^2
   1.1 | 1.2800 | 0.2800 | 1.6133
   2.0 | 5.0000 | 4.0000 | 5.3333
  10.0 | 133.0000 | 132.0000 | 133.3333
 100.0 | 13332.9952 | 13331.9952 | 13333.3333
SLOW ELECTRON
beta = 0.01, balance eps/(m c^2) = 1.3333e-04
net gain / Thomson gain there = -1.23e-04
```
